# Parallel-transport time stepping with a generalized overlap: scheme and measured gain

## What symmetry leaves free

Let the columns of \(\psi\) be \(N\) orthonormal, equally occupied orbitals. The density matrix \(P=\psi\psi^\dagger\) is unchanged by \(\psi\to\psi U(t)\) with any unitary \(N\times N\) matrix \(U\). The physics therefore fixes the orbital velocity outside the occupied space, while the part inside it, \(\psi(\psi^\dagger\dot\psi)\), is a choice of gauge. The two parts are orthogonal:

\[
\|\dot\psi\|^2=\|(1-P)\dot\psi\|^2+\|\psi^\dagger\dot\psi\|^2 ,
\]

in the Frobenius norm. A gauge change replaces \((1-P)\dot\psi\) by \((1-P)\dot\psi\,U\), which has the same norm. The slowest orbitals thus satisfy

\[
\psi^\dagger\dot\psi=0 .
\]

This is the parallel-transport gauge. Atomic units are used in the algebra.

## The generalized equation

In the projector augmented-wave (PAW) method \(\psi=T\Psi\), where \(T\) may move with the ions. Projecting \(i\partial_t(T\Psi)=hT\Psi\) with \(T^\dagger\) gives

\[
i(S\dot\Psi+D\Psi)=H\Psi,\qquad S=T^\dagger T,\quad D=T^\dagger\dot T,\quad H=T^\dagger hT .
\]

For Hermitian \(H\), \(\Psi^\dagger S\dot\Psi=-i\Psi^\dagger H\Psi-\Psi^\dagger D\Psi\). Adding the Hermitian conjugate leaves \(-\Psi^\dagger(D+D^\dagger)\Psi\). Since \(D+D^\dagger=\dot S\), this cancels \(\Psi^\dagger\dot S\Psi\), so \(\Psi^\dagger S\Psi=1\) is conserved.

Now put \(\Phi=\Psi U\). The product rule gives

\[
i(S\dot\Phi+D\Phi)=H\Phi+S\Phi\,(iU^\dagger\dot U).
\]

The gauge condition reads \(\psi^\dagger\dot\psi=\Phi^\dagger(S\dot\Phi+D\Phi)=0\). Multiplying by \(\Phi^\dagger\) therefore yields \(iU^\dagger\dot U=-G\) with \(G=\Phi^\dagger H\Phi\). Because \(G\) is Hermitian, \(\dot U=iUG\) keeps \(U\) unitary. The result is

\[
\boxed{\,i(S\dot\Phi+D\Phi)=H\Phi-S\Phi(\Phi^\dagger H\Phi)\,}
\]

In the original gauge \(\psi^\dagger\dot\psi=-i\Psi^\dagger H\Psi\). This is the orbital-energy rotation that has been removed.

## Why slow density means slow orbitals

Differentiating \(P\) gives \(\dot P=\dot\psi\psi^\dagger+\psi\dot\psi^\dagger\). Acting on \(\psi\), the second term vanishes by the gauge condition, so

\[
\dot\psi=\dot P\psi,\qquad \|\dot\psi\|^2=\tfrac12\|\dot P\|^2 .
\]

In \(\mathrm{tr}\,\dot P^2\) the terms containing \(\psi^\dagger\dot\psi\) vanish and the other two each give \(\|\dot\psi\|^2\), which explains the factor \(1/2\).

Higher derivatives follow from Leibniz's rule:

\[
\psi^{(k+1)}=\sum_{j=0}^{k}\binom kj P^{(j+1)}\psi^{(k-j)} .
\]

Suppose that \(\|P^{(k)}\|\le C_k\Omega^k\) in the operator norm. Each term on the right is then bounded by a constant times \(\Omega^{k+1}\), and induction from \(\|\psi\|=1\) gives \(\|\psi^{(k)}\|\le B_k\Omega^k\). The constants \(B_k\) depend on the \(C_j\) and not on orbital energies.

The orbitals need not return when \(P\) completes a cycle: a unitary rotation among them, the holonomy, may remain.

## Discrete scheme for fixed ions

From here on \(D=0\) and \(S\) is constant. Let \(F\) be the mean-field Hamiltonian matrix, and define

\[
\rho=\Phi(\Phi^\dagger S\Phi)^{-1}\Phi^\dagger,\qquad
v(\Phi,F)=-i(S^{-1}-\rho)F\Phi .
\]

On orthonormal orbitals this is the boxed equation. Off the constraint it still obeys \(\Phi^\dagger Sv=0\), because \(\Phi^\dagger S\rho=\Phi^\dagger\). For a step \(h\) from \(\Phi_0\) to \(\Phi_1\), the two rules are

\[
\text{trapezoidal:}\quad \Phi_1-\Phi_0=\tfrac h2\,[v(\Phi_0,F_0)+v(\Phi_1,F_1)],
\]
\[
\text{midpoint:}\quad \Phi_1-\Phi_0=h\,v(M,\bar F),\qquad M=\tfrac12(\Phi_0+\Phi_1),
\]

where \(\bar F\) is built from \((\rho_0+\rho_1)/2\) and the field at mid-step. With \(\delta=\Phi_1-\Phi_0\),

\[
\Phi_1^\dagger S\Phi_1-\Phi_0^\dagger S\Phi_0=M^\dagger S\delta+\delta^\dagger SM=0
\]

for the midpoint rule, up to solver error. The trapezoidal rule lacks this identity, but normalizing inside \(\rho\) keeps the electron number right.

```
input: Phi, h, rule, ground-state orbitals Phi_g
J = real Jacobian of the step residual at Phi_g, field off
factorize J                       # once for each h
for each step:
    new = Phi
    repeat:
        build rho(new), F, v
        R = residual of the chosen rule
        change = J^-1 R           # real and imaginary parts
        new = new - change
    until max|change| < tolerance
    if not converged: shorten h or rebuild J
    Phi = new
```

The Jacobian must act on real and imaginary parts separately, since \(\rho\) contains \(\Phi^\dagger\). It can stay frozen while the orbitals remain near \(\Phi_g\).

The comparison runs in the Schrödinger gauge use \(v=-iS^{-1}F\Phi\) and the same solver. Their Jacobian and initial guess include the field-free phase factors \((1-ih\varepsilon_k/2)/(1+ih\varepsilon_k/2)\). After each step the orbitals are multiplied by a constant invertible matrix \(X\) that brings them back near \(\Phi_g\). This changes no density, since \(\rho(\Phi X)=\rho(\Phi)\) and \(v(\Phi X)=v(\Phi)X\).

## What limits the step

Take an occupied level \(\varepsilon\), an empty level \(\varepsilon+\Delta\), and a weak coupling \(Ve^{-i\omega t}\) from the first to the second. To first order in \(V\), the steady ratio of amplitudes is \(x\,e^{-i\omega t}\) with \(x=-V/(\Delta-\omega)\).

In the Schrödinger gauge the trapezoidal rule gives the occupied amplitude \(z^n\), where

\[
z=\frac{1-ih\varepsilon/2}{1+ih\varepsilon/2}=e^{-2i\alpha},\qquad \alpha=\arctan\frac{h\varepsilon}{2}.
\]

The empty amplitude is \(xw^n\), with \(w=e^{-2i(\alpha+\beta)}\) and \(\beta=\omega h/2\). Inserting both,

\[
\frac{i}{h}(w-1)x=\frac{w+1}{2}\,[(\varepsilon+\Delta)x+V].
\]

Since \((w-1)/(w+1)=-i\tan(\alpha+\beta)\),

\[
x=-\frac{V}{\Delta-\omega_{\rm eff}},\qquad
\omega_{\rm eff}=\frac2h\tan(\alpha+\beta)-\varepsilon .
\]

For small \(\beta\) and \(|h\varepsilon\beta/2|\ll1\), the addition theorem gives \(\omega_{\rm eff}\approx\omega(1+h^2\varepsilon^2/4)\).

In the parallel-transport gauge the occupied amplitude is constant to first order and the empty one has energy \(\Delta\). The same algebra with \(\varepsilon=0\) and \(\alpha=0\) gives

\[
\omega_{\rm eff}=\frac2h\tan\frac{\omega h}{2}\approx\omega\left(1+\frac{\omega^2h^2}{12}\right).
\]

The orbital energy has left the error. At \(\omega=0\), however, both gauges give the correct static response at any \(h\). The ratio of orbital speeds is therefore a poor predictor of the gain.

The midpoint rule samples the coupling at mid-step, which multiplies \(V\) by

\[
e^{-i\beta}\frac{1+z}{1+w}=\frac{\cos\alpha}{\cos(\alpha+\beta)} .
\]

With parallel transport this is \(1/\cos\beta\approx1+\omega^2h^2/8\), an amplitude error that remains even when \(\Delta\gg\omega\).

For \(\varepsilon=-20\) eV, \(\Delta=8\) eV, \(\hbar\omega=1\) eV and \(h=0.05\) fs, the trapezoidal rule in the Schrödinger gauge has \(\hbar\omega_{\rm eff}=1.534\) eV. The amplitude is too large by the factor \((8-1)/(8-1.534)=1.083\). With parallel transport its error is 0.007%, against 0.079% for the midpoint rule.

## Measured gain for BH

The example is BH at a chosen bond length of 1.25 Å, in time-dependent restricted Hartree–Fock with the 6-31G basis. Here \(S\) is the Gaussian overlap. The equation has the form of PAW with fixed ions, but this is not a PAW calculation. A field \(E(t)\) along the bond adds \(+E(t)z\) to the electronic Hamiltonian. The pulse has a photon energy of 1 eV, four cycles in 16.54 fs, and a \(\sin^4\) envelope with a maximum of 0.20 V/Å. The carrier vanishes at that maximum, so the field itself reaches 0.186 V/Å.

The occupied levels are −208.80, −17.46 and −9.09 eV. The initial Schrödinger speed, times \(\hbar\), is

\[
\sqrt{208.80^2+17.46^2+9.09^2}\ \text{eV}=209.7\ \text{eV}.
\]

The largest parallel-transport speed is 0.0122 eV, equal to the density-matrix speed divided by \(\sqrt2\). These are values for the small basis and are not converged: in aug-cc-pVTZ the levels are −209.22, −17.55 and −9.49 eV and the speed is about 0.016 eV.

The error is the largest density-matrix deviation at 20 equally spaced times after the start, relative to the largest induced density matrix. The norm is \(\|S^{1/2}XS^{1/2}\|\), and the reference propagates \(\rho\) without orbitals. The number of steps was doubled until the error fell below 0.5%, and the admissible step was then interpolated:

| Rule | Schrödinger | Parallel transport | Gain |
|---|---|---|---|
| Trapezoidal | 0.029 fs | 0.42 fs | 15 |
| Midpoint | 0.031 fs | 0.12 fs | 4.0 |

The entries depend on the basis. In linear response with aug-cc-pVTZ both trapezoidal steps are about 15% shorter, so that gain stays near 15, while the midpoint gain falls to about 3.5.

The 0.42 fs step (420 as) is about one tenth of the optical period, \(16.54/4=4.14\) fs. For the midpoint rule, \(\omega h=2\pi(0.123/4.14)=0.187\), so the sampling error \(\omega^2h^2/8\) is 0.44%. Its closeness to the 0.5% target suggests that sampling limits this rule here, although the estimate comes from the two-level model.

The Schrödinger column also depends on the zero of energy, because the error contains \(h\varepsilon\) while a constant shift of \(H\) changes no density. The table uses the vacuum zero. In linear response, moving the zero to −11 eV, between the two valence levels, lengthens the trapezoidal step to about 0.08 fs and lowers the gain to about 5. Removing the core phase alone leaves the step at 0.029 fs, so the valence levels set the error even though the core dominates the speed.

A simpler baseline removes only the constant ground-state phases \(e^{-i\varepsilon_kt}\). With the trapezoidal rule it also reaches 0.42 fs. In this weak pulse, nearly all of the gain in step thus comes from subtracting fixed orbital energies. Parallel transport needs no such list of energies and follows them when they change, but this example does not measure an advantage in step from that.

## Cost

Beyond the Fock build, a residual costs \(O(n_b^2N)\) for dense products with \(n_b\) basis functions, and \(O(n_bN^2)\) for the projection. The dense Jacobian has dimension \(2n_bN\), which suits small bases. A plane-wave code would need a preconditioned iteration instead, whose convergence is not examined here.

The printed Fock counts cover Newton iterations: 1846 against 137 for the trapezoidal rule, a ratio of 13.5. These runs took 640 and 40 steps. The counts omit one build at the start of each trapezoidal step and the Jacobian setup. With \(n_b=11\) and \(N=3\), central differences take \(2\times66=132\) builds, plus one starting build for the trapezoidal rule. The full counts are

\[
\frac{1846+640+133}{137+40+133}=\frac{2619}{310}\approx8.4,\qquad
\frac{1856+132}{496+132}=\frac{1988}{628}\approx3.2
\]

for the trapezoidal and midpoint rules. The setup matters less in longer runs.

## Stability and failure modes

In the parallel-transport gauge, small deviations from a stable ground state split into free modes. (The BH solution used here is stable against spin-restricted variations only; it has a triplet instability that the restricted equations cannot reach.) A mode of real frequency \(\lambda\) is multiplied in each step by

\[
\frac{1-ih\lambda/2}{1+ih\lambda/2},
\]

which has modulus one. With parallel transport both rules are therefore linearly stable at any \(h\), but they damp nothing. For \(h\lambda\gg1\) the factor approaches −1, and an excited fast mode alternates in sign from step to step. This is why the pulse should be switched on smoothly. In the Schrödinger gauge the two rules differ. The linearized midpoint rule is the parallel-transport one with each increment \(x_1-x_0\) of an occupied–empty amplitude multiplied by \(1+h^2\varepsilon_k\varepsilon_a/4\). It still conserves the positive second-order energy and remains stable. The trapezoidal rule has no such form: for BH its linearized step has growing modes at many step lengths, the first near 0.02 fs, and the run diverges at 0.10 fs.

- **Fast density matrix.** A sudden kick \(e^{-i\kappa S^{-1}z}\) with \(\kappa=0.0189\) Å⁻¹ sets off oscillations at the transition frequencies. Over 2 fs of trapezoidal steps of 0.00625 fs, the largest errors, sampled and normalized as for the pulse, are 16.5% in the Schrödinger gauge and 17.4% with parallel transport. Neither gauge is accurate at this step, and parallel transport brings no gain. A single step length does not give the ratio of admissible steps, and these percentages depend on the basis: linear response in cc-pVTZ gives about 27% and 31%. At a step 64 times shorter the two gauges tie at 0.4% in 6-31G, and parallel transport is the worse one in cc-pVTZ (1.0% against 0.6%).
- **Unequal occupations.** For \(\Psi f\Psi^\dagger\) with constant \(f\), the density matrix becomes \(\Phi\sigma\Phi^\dagger\) with \(\sigma=U^\dagger fU\). From \(\dot U=iUG\) follows \(i\dot\sigma=[G,\sigma]\), which can oscillate at differences of occupied energies.
- **Solver failure.** Strong fields or a large holonomy can carry the orbitals so far from \(\Phi_g\) that the iteration with the frozen Jacobian fails. A rotation among the occupied orbitals can be undone by a constant matrix \(X\), as in the Schrödinger runs, because \(v(\Phi X)=v(\Phi)X\) holds here too. If the density matrix itself has moved too far, shorten the step or rebuild the Jacobian.
- **Moving ions.** The boxed equation holds, but the discrete conservation law above was derived for constant \(S\). A moving overlap needs its own discretization of \(D\).

The numerical check tests the continuous equation with a moving PAW-shaped map, the four two-level amplitudes, and the molecular speed relation.

## Table of computed values

```
Moving PAW-shaped map (model units)
 density difference of the two gauges: 8.7e-08
 gauge-condition defect: 5.8e-10
 transport-law defects, 1st and 2nd derivative: 1.4e-09, 1.4e-09
 orbital speed, original / parallel: 5.1417 / 0.8572
Two-level test: level -20.0 eV, gap 8.0 eV, drive 1.0 eV, step 0.050 fs
 Schroedinger, trapezoidal: effective drive 1.53354 eV, amplitude error 8.2508 %
 Schroedinger, midpoint: effective drive 1.53354 eV, amplitude error 5.2896 %
 parallel, trapezoidal: effective drive 1.00048 eV, amplitude error 0.0069 %
 parallel, midpoint: effective drive 1.00048 eV, amplitude error 0.0790 %
BH, RHF/6-31G, bond 1.25 angstrom, total energy -683.247 eV
 occupied levels (eV): -208.799, -17.456, -9.086
 pulse: photon 1.00 eV, peak field 0.20 V/angstrom, length 16.543 fs
 largest induced density-matrix norm: 0.01572
 relative change of reference on halving its step: 2.3e-09
 Schroedinger orbital speed at start (times hbar): 209.724 eV
 largest parallel orbital speed (times hbar): 0.01222 eV
 largest density-matrix speed / sqrt 2 (times hbar): 0.01222 eV
 parallel orbitals, final minus initial norm: 1.05e-04
 orthonormality defect, parallel trapezoidal, step 0.4136 fs: 1.6e-05
 orthonormality defect, parallel midpoint, step 0.4136 fs: 2.3e-10
 error target: 0.50 % of the largest induced density matrix
 Schroedinger, trapezoidal: largest step 0.0286 fs; run with 640 steps: error 0.409 %, 1846 Fock builds
 fixed phases, trapezoidal: largest step 0.4232 fs; run with 40 steps: error 0.472 %, 168 Fock builds
 parallel, trapezoidal: largest step 0.4241 fs; run with 40 steps: error 0.470 %, 137 Fock builds
 Schroedinger, midpoint: largest step 0.0310 fs; run with 640 steps: error 0.348 %, 1856 Fock builds
 parallel, midpoint: largest step 0.1232 fs; run with 160 steps: error 0.351 %, 496 Fock builds
 trapezoidal: gain in step 14.84, gain in Fock builds 13.47
 midpoint: gain in step 3.98, gain in Fock builds 3.74
Kick of 0.0189 1/angstrom, 2.00 fs, step 0.00625 fs, trapezoidal
 error, Schroedinger / parallel: 16.51 % / 17.43 %
```
